# The exciton couplet of two twisted identical chromophores

## Problem

Two identical chromophores are centred at $\mathbf r_1$ and $\mathbf r_2$, with $\mathbf R=\mathbf r_2-\mathbf r_1$. Each has one transition of energy $E_0=\hbar\omega_0$ and a real transition dipole $\boldsymbol\mu_i$ of length $\mu$. Their dipole–dipole coupling is $V$. Define

$$T=\mathbf R\cdot(\boldsymbol\mu_1\times\boldsymbol\mu_2).$$

Take $E_0=4$ eV, $\mu=4$ D and $R=8$ Å as model parameters. With $\mathbf R$ along $z$, let both dipoles make an angle $\beta$ with $\mathbf R$, the second being turned about $z$ by $\theta=50^\circ$:

$$\boldsymbol\mu_1=\mu(\sin\beta,0,\cos\beta),\qquad \boldsymbol\mu_2=\mu(\sin\beta\cos\theta,\sin\beta\sin\theta,\cos\beta).$$

(a) Derive the rotatory strengths of the two exciton levels.

(b) Find the sign of the circular dichroism (CD) of the lower level for $\beta=90^\circ$ and for $\beta=45^\circ$.

(c) Find the shape of the spectrum when each band is a Gaussian of standard deviation $\sigma=0.1$ eV.

CD means absorption of left minus right circular light, left light having positive helicity. The sample is isotropic. A couplet is called positive if its low-energy band is positive.

## A tempting solution

"The CD must come from the handedness of the pair, which is measured by $T$. The $z$ component of the cross product gives

$$T=R\mu^2\sin^2\beta\sin\theta ,$$

which is positive for both tilts. Seen along $\mathbf R$ from site 1, the front arrow turns clockwise into the rear one, as in a right-handed screw. The arrows also make an acute angle in both cases. Nearly parallel dipoles repel, so the in-phase combination lies above the out-of-phase one in both cases. The order of the levels and the handedness are therefore unchanged by the tilt. If the stack with $\beta=90^\circ$ has a positive couplet, so has the pair with $\beta=45^\circ$; its bands are half as strong, because $\sin^2 45^\circ=1/2$."

## Where it fails

The value of $T$ is right, and so is the factor one half for the rotatory strengths. The fault is the sentence "nearly parallel dipoles repel". Parallel dipoles side by side repel, but parallel dipoles placed head to tail attract. The angle between the arrows does not settle the order of the levels; their directions relative to $\mathbf R$ matter too. The coupling is

$$V=\frac{\boldsymbol\mu_1\cdot\boldsymbol\mu_2-3(\boldsymbol\mu_1\cdot\hat{\mathbf R})(\boldsymbol\mu_2\cdot\hat{\mathbf R})}{4\pi\varepsilon_0R^3},$$

and the argument has dropped its second term. Whether this reverses the couplet depends on how the rotatory strengths are attached to the two combinations, which part (a) settles.

## Right solution

### Levels and dipole strengths

Let $|1\rangle$ and $|2\rangle$ denote an excitation on site 1 or site 2. We neglect electron overlap, charge transfer and other transitions, and take $|V|\ll E_0$. In this two-state space

$$H=\begin{pmatrix}E_0&V\\V&E_0\end{pmatrix},\qquad |\pm\rangle=\frac{|1\rangle\pm|2\rangle}{\sqrt2},\qquad E_\pm=E_0\pm V .$$

The labels denote the combination, not the height: for $V<0$ the plus state is the lower one. Its transition dipole is $\boldsymbol\mu_\pm=(\boldsymbol\mu_1\pm\boldsymbol\mu_2)/\sqrt2$. With $\alpha$ the angle between the arrows, the dipole strengths are

$$D_\pm=|\boldsymbol\mu_\pm|^2=\tfrac12(2\mu^2\pm2\boldsymbol\mu_1\cdot\boldsymbol\mu_2)=\mu^2(1\pm\cos\alpha).$$

### Magnetic transition moment

The magnetic moment operator is $\mathbf m=\frac12\sum_a q_a\mathbf r_a\times\mathbf v_a$. For the charges of site $i$ write $\mathbf r_a=\mathbf r_i+\mathbf s_a$. Then

$$\mathbf m_i=\tfrac12\,\mathbf r_i\times\sum_a q_a\mathbf v_a+\tfrac12\sum_a q_a\mathbf s_a\times\mathbf v_a .$$

The last term is the intrinsic moment about the centre of the chromophore, and we assume that its transition element vanishes. This holds, for instance, for charge moving along a straight line through the centre. In the first term, $\sum_aq_a\mathbf v_a$ is the time derivative of the site dipole operator $\hat{\boldsymbol\mu}_i$. For the isolated site, with Hamiltonian $H_i$,

$$\langle i|\dot{\hat{\boldsymbol\mu}}_i|0\rangle=\frac{i}{\hbar}\langle i|[H_i,\hat{\boldsymbol\mu}_i]|0\rangle=\frac{i}{\hbar}E_0\,\boldsymbol\mu_i=i\omega_0\boldsymbol\mu_i .$$

The Coulomb coupling between the sites depends on positions alone and commutes with $\hat{\boldsymbol\mu}_i$, so it adds nothing to the velocity operator. Hence

$$\langle i|\mathbf m|0\rangle=\frac{i\omega_0}{2}\,\mathbf r_i\times\boldsymbol\mu_i .$$

### Rotatory strengths

The rotatory strength of level $k$ is $\mathcal R_k=\mathrm{Im}\,\langle0|\boldsymbol\mu|k\rangle\cdot\langle k|\mathbf m|0\rangle$. Inserting the exciton states gives

$$\mathcal R_\pm=\frac{\omega_0}{4}(\boldsymbol\mu_1\pm\boldsymbol\mu_2)\cdot(\mathbf r_1\times\boldsymbol\mu_1\pm\mathbf r_2\times\boldsymbol\mu_2).$$

The self terms vanish because $\mathbf r_i\times\boldsymbol\mu_i$ is perpendicular to $\boldsymbol\mu_i$. The cross terms are rearranged by cyclic permutation of the triple product:

$$\boldsymbol\mu_1\cdot(\mathbf r_2\times\boldsymbol\mu_2)=\mathbf r_2\cdot(\boldsymbol\mu_2\times\boldsymbol\mu_1)=-\mathbf r_2\cdot(\boldsymbol\mu_1\times\boldsymbol\mu_2),$$

$$\boldsymbol\mu_2\cdot(\mathbf r_1\times\boldsymbol\mu_1)=\mathbf r_1\cdot(\boldsymbol\mu_1\times\boldsymbol\mu_2).$$

Their sum is $-(\mathbf r_2-\mathbf r_1)\cdot(\boldsymbol\mu_1\times\boldsymbol\mu_2)=-T$, and both carry the sign $\pm$. Therefore

$$\boxed{\mathcal R_\pm=\mp\frac{\omega_0}{4}\,\mathbf R\cdot(\boldsymbol\mu_1\times\boldsymbol\mu_2)},\qquad \frac{\mathcal R_\pm}{c}=\mp\frac{k_0T}{4},\quad k_0=\frac{\omega_0}{c}.$$

The result depends on the separation, not on the choice of origin, and the two strengths cancel in the sum.

It may seem that $\omega_0$ should be replaced by $\omega_\pm=E_\pm/\hbar$. If that were done with the dipoles left unchanged, the sum would become $-(\omega_+-\omega_-)T/4=-VT/(2\hbar)$, a spurious remainder. Two harmonic oscillators of mass $M$ with a coupling proportional to $x_1x_2$ show the compensation. In the normal mode of frequency $\omega_\pm$, the displacement amplitude on each site has magnitude $\frac1{\sqrt2}\sqrt{\hbar/(2M\omega_\pm)}$, and the velocity amplitude is $\omega_\pm$ times larger. Their product is $\hbar/(4M)$ for both modes, the same as with $\omega_0$ throughout.

### The sign of the CD, without a magnetic moment

The sign can be obtained directly from the phase of the light at the two sites. For light with wave vector $\mathbf k=k_0\hat{\mathbf k}$ and polarization $\boldsymbol\epsilon$, a state with real coefficients $c_1,c_2$ has the absorption amplitude $\sum_i c_i(\boldsymbol\epsilon\cdot\boldsymbol\mu_i)e^{i\mathbf k\cdot\mathbf r_i}$. Let $A_L$ and $A_R$ be its squared magnitudes for $\boldsymbol\epsilon_L=(\mathbf e_1+i\mathbf e_2)/\sqrt2$ and $\boldsymbol\epsilon_R=\boldsymbol\epsilon_L^*$, with $\mathbf e_1\times\mathbf e_2=\hat{\mathbf k}$. For real vectors $\mathbf a$ and $\mathbf b$,

$$(\boldsymbol\epsilon_L\cdot\mathbf a)(\boldsymbol\epsilon_L^*\cdot\mathbf b)-(\boldsymbol\epsilon_L^*\cdot\mathbf a)(\boldsymbol\epsilon_L\cdot\mathbf b)=i(a_2b_1-a_1b_2)=-i\,\hat{\mathbf k}\cdot(\mathbf a\times\mathbf b).$$

The terms with equal sites vanish. The two cross terms have phases $e^{\mp i\mathbf k\cdot\mathbf R}$ and opposite cross products, so

$$A_L-A_R=c_1c_2\,i\,\hat{\mathbf k}\cdot(\boldsymbol\mu_1\times\boldsymbol\mu_2)\left(e^{i\mathbf k\cdot\mathbf R}-e^{-i\mathbf k\cdot\mathbf R}\right)=-2c_1c_2\,\hat{\mathbf k}\cdot(\boldsymbol\mu_1\times\boldsymbol\mu_2)\sin(\mathbf k\cdot\mathbf R).$$

For $k_0R\ll1$ the sine becomes $k_0\hat{\mathbf k}\cdot\mathbf R$. The average of $\hat k_a\hat k_b$ over directions is $\delta_{ab}/3$, and $c_1c_2=\pm\frac12$. Thus

$$\langle A_L-A_R\rangle=\mp\frac{k_0T}{3}=\frac{4\mathcal R_\pm}{3c}.$$

A positive rotatory strength therefore means positive CD. At leading order the sum over the two polarizations is $|\boldsymbol\mu_\pm|^2-|\hat{\mathbf k}\cdot\boldsymbol\mu_\pm|^2$, whose average is $2D_\pm/3$. Dividing the difference by half the sum gives the dissymmetry factor $4\mathcal R_\pm/(cD_\pm)$.

### The sign rule

For $V>0$ the lower level is the minus state, with $\mathcal R/c=+k_0T/4$. For $V<0$ it is the plus state, with $-k_0T/4$. Both cases are contained in

$$\frac{\mathcal R_{\text{lower}}}{c}=\mathrm{sgn}(V)\,\frac{k_0T}{4}.$$

The couplet is positive for $VT>0$ and negative for $VT<0$. This product is physical, whereas $T$ alone is not: a transition dipole has an arbitrary overall sign, and reversing one arrow reverses both $V$ and $T$. Exchanging the site labels reverses $\mathbf R$ and the cross product together, and changes neither $T$ nor $V$. The screw rule is recovered if the arrows are first chosen so that $V>0$; a right-handed screw, meaning $T>0$ for the arrows so chosen, then gives a positive couplet. The directions of the arrows must be kept: when their projections perpendicular to $\mathbf R$ differ by more than $90^\circ$, the smaller turn between the undirected lines has the opposite sense.

The strengths and the sign rule were tested against direct directional averages of circular-light absorption for 197 random geometries, of which 100 had positive couplets.

### The two pairs

For the given dipoles,

$$V=\frac{\mu^2}{4\pi\varepsilon_0R^3}\left(\sin^2\beta\cos\theta-2\cos^2\beta\right).$$

**Stack, $\beta=90^\circ$.** Here $\boldsymbol\mu_1\cdot\boldsymbol\mu_2=16\cos50^\circ=10.28$ D². Since $1\ \mathrm{D^2/Å^3}$ corresponds to 0.6242 eV,

$$V=\frac{10.28}{512}\times0.6242\ \mathrm{eV}=0.0125\ \mathrm{eV},\qquad T=8\times16\sin50^\circ=98.1\ \mathrm{D^2\,Å}.$$

With $k_0=2.027\times10^{-3}$ Å$^{-1}$, the lower level has

$$\frac{\mathcal R_{\text{lower}}}{c}=\frac{2.027\times10^{-3}\times98.1}{4}=+0.0497\ \mathrm{D^2},$$

or $497\times10^{-40}$ erg cm³ in Gaussian units. The upper level has the opposite value. The couplet is positive.

The two bands are not equally strong in ordinary absorption: $D_-=5.7$ D² below and $D_+=26.3$ D² above. The weaker lower band consequently has the larger dissymmetry factor, $+0.035$ against $-0.0076$.

**Tilted pair, $\beta=45^\circ$.** Now

$$V=\frac{16}{512}\times0.6242\times(0.5\cos50^\circ-1)\ \mathrm{eV}=-0.0132\ \mathrm{eV},\qquad T=49.0\ \mathrm{D^2\,Å}.$$

The lower level is the plus state, with $\mathcal R/c=-0.0248$ D². The couplet is negative, although $T$ is positive and the arrows make an acute angle. The tempting solution has the right magnitude of the rotatory strengths and the wrong sign. The height of strongly overlapping bands also depends on $|V|$, so it is not exactly halved.

The change of order occurs where $V=0$, that is, at $\tan^2\beta=2/\cos\theta$ for $\theta<90^\circ$. For $\theta=50^\circ$ this is $\beta=60.5^\circ$. Close to this tilt the sign of the point-dipole $V$ is not a safe guide, since small neglected couplings can decide it.

### How good is the point-dipole coupling?

Each chromophore can be modelled as a charge $-e$, called the electron below, oscillating harmonically along a line through a fixed opposite charge, with the full Coulomb interaction between the two sites. The values of $E_0$ and $\mu$ fix its transition length, $x_{01}=\mu/e=0.83$ Å, and its mass, $\hbar^2/(2E_0x_{01}^2)=1.37\,m_e$, so this is a compact model chromophore. For the stack at 8 Å the splitting is then 0.0229 eV, 9% below $2|V|=0.0251$ eV. At 16 Å the shortfall is 2.4%, and at 32 Å it is below 1%. This trend follows from the geometry: the relative displacement $s$ of the electrons is perpendicular to $\mathbf R$, so their interaction depends on $1/\sqrt{R^2+s^2}$. Its expansion contains even powers of $s/R$, and the first correction to the dipole coupling is of relative order $s^2/R^2$.

The rotatory strengths of this model agree with the formula to the digits printed, for the stack and for the tilted pair, including the reversal. The error in $V$ moves the levels but hardly affects the magnitudes of the strengths; in this compact model it can reverse the order of the levels only near the tilt where $V$ changes sign. Chromophores whose transition density extends over several ångströms depart much further from the point-dipole value: if each dipole is replaced by charges $\pm q$ a distance $l$ apart with $ql=\mu$, then at $R=8$ Å and $l=6$ Å the coupling is 30% weaker for the stack and 58% weaker for the tilted pair, and the change of sign moves from $60.5^\circ$ to $53^\circ$, or to $47^\circ$ for $l=8$ Å. For any tilt, a half-turn about the axis through the midpoint, perpendicular to $\mathbf R$ and at azimuth $\theta/2+90^\circ$, carries $\boldsymbol\mu_1$ into $-\boldsymbol\mu_2$ and exchanges the sites, so the two sites stay equally mixed whatever the coupling. A shift of the mode frequency then leaves the product of displacement and velocity amplitudes unchanged, as shown above for harmonic oscillators.

### Overlapping bands

Let $x=E-E_0$ and let $g$ be a normalized line shape. The CD divided by photon energy is proportional to

$$S(x)=\frac{k_0T}{4}\left[g(x+V)-g(x-V)\right].$$

The first term is the minus state, centred at $-V$; the second is the plus state. If $|V|$ is much smaller than the width, expansion to first order in $V$ gives

$$S(x)\simeq\frac{k_0}{2}\,TV\,g'(x).$$

The product $VT$ now sets the size of the signal as well as its sign. For a Gaussian, $g'=-xg/\sigma^2$ has its extrema where $g''=0$, at $x=\pm\sigma$. The low-energy extremum is

$$S(-\sigma)\simeq\frac{k_0}{2}\,TV\,\frac{e^{-1/2}}{\sigma^2\sqrt{2\pi}}.$$

For the stack this is 0.03015 D²/eV; the full difference of Gaussians gives 0.02999 D²/eV at $x=-0.100$ eV. The extrema are thus about 0.2 eV apart, while the levels are split by 0.025 eV. The function $S$ is odd in $x$; the CD itself carries the extra factor $E$, which makes the high-energy lobe larger than the low-energy one by about $2\sigma/E_0$, or 5% here. In this regime the peak separation measures the band width, not the coupling.

The small deficit is the next term of the expansion, $\frac{V^3}{3}g'''$ inside the bracket. At $x=-\sigma$ a Gaussian has $g'''=-2g'/\sigma^2$, so the height is multiplied by $1-V^2/(3\sigma^2)$, a reduction of 0.5% here.

### Twist and distance

For the stack, multiplying $V$ by $T$ gives

$$VT=\frac{\mu^2\cos\theta}{4\pi\varepsilon_0R^3}\,R\mu^2\sin\theta=\frac{\mu^4\sin2\theta}{8\pi\varepsilon_0R^2}.$$

Each rotatory strength grows in proportion to $R$, but as long as $|V|$ is much smaller than the band width the broadened signal falls as $1/R^2$, because the splitting shrinks as $1/R^3$ and the opposite bands cancel more completely. With the point-dipole $V$, doubling $R$ from 8 Å reduces the height by a factor of 3.98; with the full Coulomb splittings of the oscillator model the factor is about 3.7. The growth of $\mathcal R_\pm$ cannot continue indefinitely: the derivation needs $k_0R\ll1$ (here 0.016), and $|V|$ must be much larger than any difference between the site energies for the excitation to be shared almost equally.

The signal is largest near $\theta=45^\circ$ and changes sign at $90^\circ$. There $T$ is at its maximum but $V=0$, so the two opposite bands coincide and cancel. At twists of $60^\circ$ and $120^\circ$ the low-energy extrema are $+0.0264$ and $-0.0264$ D²/eV: $T$ is the same, and the sign of $V$ makes the difference. The remaining values are in the numerical output.

## Numbers as computed

```
Transition energy E0 = 4.00 eV; dipole mu = 4.00 D
Distance R = 8.00 angstrom; twist = 50.0 degrees
hbar*c = 1973.270 eV angstrom; k0 = 2.027092e-03 1/angstrom
Wavelength of E0 = 309.96 nm; k0*R = 0.01622
Coupling unit: 1 D^2/angstrom^3 = 0.624151 eV
mu1.mu2 = 10.2846 D^2; V = 0.012537 eV
Lower level E0-V = 3.98746 eV; upper E0+V = 4.01254 eV
Triple product T = 98.0537 D^2 angstrom
R/c lower (minus state) = +0.04969 D^2
R/c upper (plus state) = -0.04969 D^2
Magnitude, converted = 496.9 x 1e-40 erg cm^3
Dipole strength lower = 5.7154 D^2; upper = 26.2846 D^2
Dissymmetry 4R/(cD): lower = +0.03478, upper = -0.00756
Random geometries: 197 checked, 100 positive couplets
Full Coulomb oscillators, twist as above:
 R = 8 angstrom: splitting 0.022877 eV, 2|V| 0.025075 eV
  R/c lower +0.04969, upper -0.04969 D^2
 R = 16 angstrom: splitting 0.003060 eV, 2|V| 0.003134 eV
  R/c lower +0.09938, upper -0.09938 D^2
 R = 32 angstrom: splitting 0.000389 eV, 2|V| 0.000392 eV
  R/c lower +0.19876, upper -0.19876 D^2
Tilt 45 degrees: V = -0.013236 eV, T = 49.0268 D^2 angstrom
 R/c by formula: lower -0.02485, upper +0.02485 D^2
 R/c full Coulomb: lower -0.02485, upper +0.02485 D^2
Tilt at which V changes sign = 60.450 degrees
Gaussian standard deviation = 0.10 eV
Low-energy extremum at E-E0 = -0.1003 eV, height +0.02999 D^2/eV
Derivative-limit height = +0.03015 D^2/eV
Height ratio, R to 2R = 3.9794
Twist of largest positive couplet = 45 degrees
 Twist 30 degrees: low-energy extremum +0.02626 D^2/eV
 Twist 60 degrees: low-energy extremum +0.02643 D^2/eV
 Twist 120 degrees: low-energy extremum -0.02643 D^2/eV
 Twist 150 degrees: low-energy extremum -0.02626 D^2/eV
```
